# Drag on a slow heavy ion in a degenerate electron gas, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the moving ion to the linear law

**Q.** I am told that a slow heavy ion in a metal is held back by a force equal to electron density times Fermi momentum times ion velocity times a cross-section. Before I argue, what is being claimed, and for what system?

**A.** The system is an ion of mass \(M\) moving with constant velocity \(\mathbf v\) through a uniform, unpolarised gas of electrons at zero temperature. I use atomic units, \(\hbar=m=e=1\), so an electron's momentum, velocity and wave vector are the same number. The gas fills all states with momentum below \(k_F\). With two spins, its density is

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. \tag{1}
\]

Each electron moves independently in a mean-field potential, made of the ion and its screening cloud. For an ion at rest this potential is spherical and short-ranged. It may be strong. The ion is so heavy that its recoil is neglected. The claim concerns the leading term of the drag when \(v\ll k_F\):

\[
F=n\,k_F\,v\,\sigma_{tr}(k_F),\qquad
\sigma_{tr}(k)=\int(1-\cos\theta)\,|f(k,\theta)|^2\,d\Omega . \tag{2}
\]

Here \(f(k,\theta)\) is the scattering amplitude and \(\theta\) the scattering angle. In ordinary units the force is \(n\hbar k_F v\sigma_{tr}\). At finite speed there are corrections, so (2) is a limiting law.

**Q.** The ion moves, so electrons exchange energy with it. How can an elastic cross-section describe a loss of energy?

**A.** Go to the frame that moves with the ion. There the potential is static, and an electron leaves with the same speed it had on arrival. It changes direction, which transfers momentum. Back in the laboratory, the force times \(v\) is the energy lost by the ion per unit time.

An electron of laboratory momentum \(\mathbf q\) has momentum \(\mathbf k=\mathbf q-\mathbf v\) in the ion's frame. If \(f_0(q)\) is the laboratory occupation, one below \(k_F\) and zero above, the occupation seen by the ion is \(g(\mathbf k)=f_0(|\mathbf k+\mathbf v|)\), a Fermi sphere centred at \(-\mathbf v\).

Electrons in \(d^3k\) have density \(2g\,d^3k/(2\pi)^3\) and speed \(k\), so their flux is the product of the two. An electron scattered from \(\mathbf k\) to \(\mathbf k'\) gives the target momentum \(\mathbf k-\mathbf k'\). Averaging over the azimuth around \(\mathbf k\) turns \(\mathbf k'\) into \(\mathbf k\cos\theta\), because the sideways parts cancel. The momentum given per collision is then \(\mathbf k(1-\cos\theta)\), and

\[
\mathbf F=\frac{2}{(2\pi)^3}\int d^3k\; g(\mathbf k)\,k\,\mathbf k\,\sigma_{tr}(k). \tag{3}
\]

The weight \(1-\cos\theta\) has entered because a small deflection transfers little momentum, while a reversal transfers \(2k\).

**Q.** You have ignored the exclusion principle. Most final states are occupied. Surely most of these collisions cannot happen.

**A.** Most of them are indeed blocked, but the blocked ones would have transferred no net momentum. Let \(W(\mathbf k,\mathbf k')\) be the rate of elastic scattering between two states. For a spherical potential it depends on the speed and on the angle between them, so it is symmetric. With blocking, the momentum transfer is the sum over all pairs of

\[
W\,g(1-g')\,(\mathbf k-\mathbf k')
=W\,g\,(\mathbf k-\mathbf k')-W\,g\,g'\,(\mathbf k-\mathbf k'),
\]

where \(g'=g(\mathbf k')\). In the last term \(Wgg'\) is unchanged when the two states are exchanged, while \(\mathbf k-\mathbf k'\) changes sign. The term sums to zero and (3) remains.

**Q.** That is neat, but it relies on your moving frame. Can you get the same drag in the laboratory, with blocking put in by hand?

**A.** Yes, for a weak potential, where the golden rule holds. Let \(V_q\) be the Fourier transform of the potential. Since the potential moves, its component of wave vector \(\mathbf q\) oscillates at \(\omega=\mathbf q\cdot\mathbf v\), and an electron that takes up momentum \(\mathbf q\) takes up energy \(\omega\). In this answer \(\mathbf p\) is the electron's initial momentum and \(\mathbf q\) the transfer. The rate at which the gas gains energy is

\[
Fv=\int\!\frac{d^3q}{(2\pi)^3}\,2\pi|V_q|^2\,\omega\,S,\qquad
S=\int\!\frac{2\,d^3p}{(2\pi)^3}\,f_0(\mathbf p)\,[1-f_0(\mathbf p+\mathbf q)]\,
\delta\!\left(\mathbf p\cdot\mathbf q+\tfrac{q^2}{2}-\omega\right).
\]

The delta function fixes the component of \(\mathbf p\) along \(\mathbf q\) at \(p_\parallel=\omega/q-q/2\) and contributes a factor \(1/q\). What is left is an area in the plane perpendicular to \(\mathbf q\). The initial state must lie inside the sphere and the final state outside, which leaves a ring. For \(\omega>0\), small \(v\) and \(q<2k_F\), its area is

\[
\pi(k_F^2-p_\parallel^2)-\pi\left[k_F^2-(p_\parallel+q)^2\right]
=\pi(2p_\parallel q+q^2)=2\pi\omega .
\]

For \(\omega<0\) the blocked area is zero. Therefore

\[
S=\frac{2}{8\pi^3}\,\frac{2\pi\omega}{q}=\frac{\omega}{2\pi^2q}.
\]

Write \(\omega=qv\mu\), where \(\mu\) is the cosine between \(\mathbf q\) and \(\mathbf v\), and \(d^3q=2\pi q^2dq\,d\mu\). Then

\[
Fv=\frac{v^2}{4\pi^3}\int_0^{2k_F}\!q^3|V_q|^2dq\int_0^1\!\mu^2d\mu
=\frac{v^2}{12\pi^3}\int_0^{2k_F}\!q^3|V_q|^2dq. \tag{4}
\]

Compare this with (2). In the Born approximation \(|f|^2=|V_q|^2/4\pi^2\), with \(q^2=2k_F^2(1-\cos\theta)\). Hence \(1-\cos\theta=q^2/2k_F^2\) and \(|d\cos\theta|=q\,dq/k_F^2\), so

\[
\sigma_{tr}=2\pi\int_0^{2k_F}\frac{|V_q|^2}{4\pi^2}\,\frac{q^2}{2k_F^2}\,\frac{q\,dq}{k_F^2}
=\frac{1}{4\pi k_F^4}\int_0^{2k_F}q^3|V_q|^2dq .
\]

Multiplying by \(nk_Fv^2=k_F^4v^2/3\pi^2\) reproduces (4).

A numerical test evaluated the golden-rule integral with the full ring geometry, for a unit charge with potential \(-e^{-r}/r\), a speed of 0.005 atomic units and the electron density of 0.18 per Å\(^3\) used later. Its ratio to (2) was 0.99999, with blocking and also without it. Without blocking there were 294 times as many collisions. The extra ones gain and lose energy in equal measure.

**Q.** Then derive the law itself. How does (3) become proportional to \(v\)?

**A.** Take the \(z\) axis along \(\mathbf v\), and let \(\vartheta\) be the angle between \(\mathbf k\) and \(\mathbf v\). The surface of the displaced sphere is where \(|\mathbf k+\mathbf v|=k_F\). To first order \(|\mathbf k+\mathbf v|=k+v\cos\vartheta\), so the surface lies at

\[
k=k_F-v\cos\vartheta .
\]

Relative to a centred sphere, there is a layer of missing electrons on the forward side and a layer of extra electrons on the backward side. The centred sphere gives zero in (3), since \(\mathbf k\) and \(-\mathbf k\) cancel. The layer has signed thickness \(-v\cos\vartheta\) and volume \(k_F^2\,d\Omega\) times that thickness. In it the \(z\) component of \(k\,\mathbf k\) is \(k_F^2\cos\vartheta\). Thus

\[
F_z=\frac{2}{8\pi^3}\int d\Omega\;k_F^2(-v\cos\vartheta)\,k_F^2\cos\vartheta\;\sigma_{tr}(k_F)
=-\frac{v\,k_F^4\,\sigma_{tr}(k_F)}{4\pi^3}\,\frac{4\pi}{3}.
\]

The integral of \(\cos^2\vartheta\) over all directions is \(4\pi/3\). The result is

\[
F_z=-\frac{k_F^4}{3\pi^2}\,v\,\sigma_{tr}(k_F)=-n\,k_F\,v\,\sigma_{tr}(k_F), \tag{5}
\]

where (1) was used in the last step. The minus sign says that the force opposes the motion.

**Q.** The derivation used a thin layer at the surface, yet the answer contains the full density. Which electrons do the work?

**A.** Those at the surface. The density appears because the layer's volume and the momentum in it combine to \(k_F^4\), which is \(3\pi^2nk_F\). States with \(k<k_F-v\) are filled in every direction as the ion sees them, so they push equally from all sides.

This can be tested by changing the cross-section deep inside the sphere. With \(k_F=1\), \(v=0.05\) and a trial cross-section \((1+k^2)^{-2}\), a large addition \(5e^{-(k/0.25)^2}\) changed the drag by a relative \(2.7\times10^{-6}\). The tail of the addition at \(k=1\) is \(5e^{-16}/0.25=2.3\times10^{-6}\) of the original cross-section, so the remaining change has the size of that tail.

**Q.** A body in a wind feels a force proportional to the square of the wind speed. Why not here?

**A.** That is the opposite limit of (3). If \(v\gg k_F\), every electron arrives with momentum close to \(-\mathbf v\), and the force is \(n v^2\sigma_{tr}(v)\). This is the quadratic law if \(\sigma_{tr}\) does not depend on speed, as for a hard body in a wind. For a screened ion \(\sigma_{tr}\) falls so steeply at high speed that the force then decreases. A slow ion sits in a storm of electrons of speed about \(k_F\) from all directions. The drag is the small imbalance between front and back, of relative size \(v/k_F\), and this replaces one factor \(v\) by \(k_F\).

**Q.** Here is my main objection. The moving ion distorts its screening cloud. That distortion is itself proportional to \(v\), and you used the potential of an ion at rest. You have dropped a term of the same order.

**A.** The potential does change at order \(v\), but this change gives no force at order \(v\). Write the momentum transfer as \(\mathcal F[g,V]\), which is linear in the occupation \(g\). Let \(g=f_0+g_1\) and \(V=V_0+V_1\), with \(g_1\) and \(V_1\) of order \(v\) and \(V\) static in the ion's frame. Then

\[
\mathcal F[g,V]=\mathcal F[f_0,V_0+V_1]+\mathcal F[g_1,V_0]+O(v^2). \tag{6}
\]

The second term is (5). The first vanishes for a potential of any shape. At a given energy, \(f_0\) sends in equal, independent streams from all directions. If \(S(\hat{\mathbf k}',\hat{\mathbf k})\) is the scattering matrix between directions, the outgoing stream along \(\hat{\mathbf k}'\) is proportional to

\[
\int d\hat{\mathbf k}\,|S(\hat{\mathbf k}',\hat{\mathbf k})|^2=(SS^\dagger)(\hat{\mathbf k}',\hat{\mathbf k}').
\]

Conservation of particles makes \(SS^\dagger\) the unit matrix, so this is the stream that would leave with no target present. It is isotropic. No momentum comes in on balance and none goes out, so none is left behind.

A test used a plainly lopsided target: two point scatterers with scattering lengths 0.8 and \(-1.7\), a distance 1.3 apart on the \(z\) axis, at \(k=1\), all in atomic units. Electrons travelling up the axis pushed it with 13.5, and those travelling down with \(-23.3\), in \(a_0^2\) per unit flux and momentum. Averaged over all incoming directions the push was \(-5\times10^{-16}\), which is rounding error.

**Q.** Even so, you have computed the force on the whole potential, cloud included. I asked for the force on the ion.

**A.** In the mean field they are equal. The cloud acts on the electrons by the Coulomb repulsion of the electron density with itself. For each pair of volume elements the two forces are opposite, so the total is zero. A local exchange-correlation potential \(v_{xc}(n)\) contributes \(-\int n\nabla v_{xc}\,d^3r\). Its integrand is the gradient of a function of the density, so it integrates to a surface term, which vanishes where the density is uniform again. The momentum lost by the electrons therefore goes to the ion. Electrons bound to the ion travel with it and keep a steady average momentum. What this leaves out is exchange and correlation that respond with a delay; they can add a friction of their own, which is not contained in (2).

**Q.** How slow is slow?

**A.** The next term answers that, for a fixed potential. In (3) change the variable back to \(\mathbf q=\mathbf k+\mathbf v\). Define \(\Phi(k)\) by \(d\Phi/dk=k^2\sigma_{tr}\), so that \(k\,\mathbf k\,\sigma_{tr}=\nabla\Phi\). At \(\mathbf k=\mathbf q-\mathbf v\) this gradient is minus the gradient with respect to \(\mathbf v\), which gives

\[
F_z=-\frac{d}{dv}\,\frac{2}{8\pi^3}\int_{q<k_F}d^3q\;\Phi(|\mathbf q-\mathbf v|).
\]

The integral does not depend on the direction of \(\mathbf v\), so average over it. Odd powers of \(\mathbf v\cdot\nabla\) drop out. The averages of \((\mathbf v\cdot\nabla)^2\) and \((\mathbf v\cdot\nabla)^4\) are \(v^2\nabla^2/3\) and \(v^4\nabla^4/5\). With the Taylor factors \(1/2\) and \(1/24\),

\[
\Phi\;\to\;\Phi+\frac{v^2}{6}\nabla^2\Phi+\frac{v^4}{120}\nabla^4\Phi .
\]

By Gauss's theorem, the integral of \(\nabla^2X\) over the sphere is \(4\pi k_F^2\,dX/dk\) at \(k_F\). Also \(\nabla^2\Phi=k^{-2}\,d(k^4\sigma_{tr})/dk=4k\sigma_{tr}+k^2\sigma_{tr}'\). Differentiating in \(v\),

\[
F_z=-\frac{k_F^2}{\pi^2}\left[\frac v3\,k_F^2\sigma_{tr}
+\frac{v^3}{30}\left(4\sigma_{tr}+6k_F\sigma_{tr}'+k_F^2\sigma_{tr}''\right)\right].
\]

The first term is (5) again. The relative correction is

\[
\frac{\Delta F}{F}=\frac{v^2}{10k_F^2}\left[4+\frac{6k_F\sigma_{tr}'}{\sigma_{tr}}+\frac{k_F^2\sigma_{tr}''}{\sigma_{tr}}\right]. \tag{7}
\]

For the trial cross-section \((1+k^2)^{-2}\) at \(k_F=1\) the bracket is \(4-12+4=-4\), so the coefficient of \(v^2\) is \(-0.4\). Direct integration over the displaced sphere at \(v=0.05\) gave \(-0.3998\). Equation (7) also shows when \(v\ll k_F\) is not enough: if \(\sigma_{tr}\) varies sharply near \(k_F\), its derivatives are large and \(v\) must be small compared with the width of that variation. Equation (7) needs \(\sigma_{tr}\) to have a finite second derivative at \(k_F\), as it has for the model potentials used here. For a potential screened by the gas in linear response, even if held fixed, \(\sigma_{tr}''\) diverges logarithmically at \(k_F\), and the relative correction becomes of order \((v^2/k_F^2)\ln(k_F/v)\). Changes of the potential with speed add further terms to the force. In linear response these are of order \(v^3\ln(k_F/v)\): the screening has a logarithmic singularity at momentum transfer \(2k_F\), just where the allowed transfers end.

## Second half: the cross-section and a nitrogen ion in aluminium

**Q.** Remind me what we have before I ask for numbers.

**A.** An ion of speed \(v\) and mass \(M\) moves in a gas of density \(n=k_F^3/3\pi^2\), in atomic units. For \(v\ll k_F\) and a mean-field potential, the drag is \(F=nk_Fv\,\sigma_{tr}(k_F)\). Here \(\sigma_{tr}\) is the integral of \((1-\cos\theta)|f|^2\) over angle. Pauli blocking and the distortion of the screening cloud do not change this leading term. For a fixed potential whose \(\sigma_{tr}\) is smooth at \(k_F\), the relative correction is of order \(v^2/k_F^2\), given by (7).

This part has derived the linear drag law \(F=nk_Fv\,\sigma_{tr}(k_F)\) for a slow ion in a mean-field potential, and has shown that Pauli blocking and the distortion of the screening cloud leave this leading term unchanged. It remains to compute \(\sigma_{tr}\) for a strong potential and to apply the law to a nitrogen ion in aluminium.
